# The short-range expansion of the spherically averaged exchange hole: a numerical check

```python
"""Short-range expansion of the spherically averaged exchange hole (cgs-Gaussian).
Claim: <h>(r,s) = -[rho + Q s^2 + O(s^4)], Q = (lap rho - 2D)/6,
D = 2 m tau/hbar^2 - |grad rho|^2/(4 rho) - m^2 j^2/(hbar^2 rho).
The hole is computed from its definition -|gamma|^2/rho by quadrature or symbolic
differentiation and compared with the formula: generic orbitals, hydrogenic
determinant with current, gauge change, 1s closed form, UHF N atom, uniform gas."""
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.special import spherical_jn
from numpy.polynomial.legendre import leggauss

hbar, m, c = sc.hbar*1e7, sc.m_e*1e3, sc.c*1e2
e2 = sc.alpha*hbar*c
a0 = hbar**2/(m*e2)
eV = sc.e*1e7
assert abs(a0/(sc.value('Bohr radius')*100) - 1) < 1e-8
print(f"hbar = {hbar:.6e} erg s, m = {m:.6e} g")
print(f"e = {np.sqrt(e2):.6e} statC, a0 = {a0:.6e} cm")

def formula(rho, g2, lap, tau, j2):
    """D and Q in cm^-5 from cgs ingredients."""
    D = 2*m*tau/hbar**2 - g2/(4*rho) - m**2*j2/(hbar**2*rho)
    return D, (lap - 2*D)/6

def to_cgs(rho, g2, lap, t, k2):
    """Bohr-unit rho, |grad rho|^2, lap, sum|grad psi|^2, |Im psi* grad psi|^2 -> cgs."""
    return (rho/a0**3, g2/a0**8, lap/a0**5, hbar**2/(2*m)*t/a0**5,
            (hbar/m)**2*k2/a0**8)

def s2_coefficient(avg, value0, h):
    """Two-level Richardson extraction of the s^2 coefficient of an even function."""
    g = [(avg(s) - value0)/s**2 for s in (h, h/2, h/4)]
    r1, r2 = (4*g[1] - g[0])/3, (4*g[2] - g[1])/3
    return (16*r2 - r1)/15

def report(tag, ing, Qnum):
    rho, g2, lap, tau, j2 = ing
    D, Q = formula(*ing)
    print(f"{tag} rho = {rho:.6e} cm^-3")
    print(f"{tag} lap rho = {lap:.6e} cm^-5")
    print(f"{tag} tau = {tau:.6e} erg/cm^3, 2m tau/hbar^2 = {2*m*tau/hbar**2:.6e} cm^-5")
    print(f"{tag} |grad rho| = {np.sqrt(g2):.6e} cm^-4, |grad rho|^2/(4rho) = {g2/(4*rho):.6e} cm^-5")
    print(f"{tag} |j| = {np.sqrt(j2):.6e} cm^-2 s^-1, m^2j^2/(hbar^2 rho) = {m*m*j2/(hbar**2*rho):.6e} cm^-5")
    print(f"{tag} D = {D:.6e} cm^-5")
    print(f"{tag} Q formula = {Q:.8e} cm^-5, Q quadrature = {Qnum:.8e} cm^-5")

# angular grid, weights sum to 1; moments of the unit vector
ct, wt = leggauss(24)
ph = 2*np.pi*np.arange(48)/48
st = np.sqrt(1 - ct**2)
nv = np.array([np.outer(st, np.cos(ph)).ravel(), np.outer(st, np.sin(ph)).ravel(),
               np.repeat(ct, 48)])
wa = np.repeat(wt, 48)/96
assert np.allclose(nv @ wa, 0, atol=1e-14)
assert np.allclose((nv*wa) @ nv.T, np.eye(3)/3, atol=1e-14)
assert np.allclose(np.einsum('ap,bp,cp,p->abc', nv, nv, nv, wa), 0, atol=1e-14)

# symbolic identity for two generic complex orbitals u+iv (a+ib = value at fixed r)
x, y, z = X = sp.symbols('x y z', real=True)
lapl = lambda f: sum(sp.diff(f, q, 2) for q in X)
u = [sp.Function(f'u{i}')(*X) for i in range(2)]
v = [sp.Function(f'v{i}')(*X) for i in range(2)]
a, b = sp.symbols('a0:2'), sp.symbols('b0:2')
f = (sum(a[i]*u[i] + b[i]*v[i] for i in range(2))**2
     + sum(b[i]*u[i] - a[i]*v[i] for i in range(2))**2)
lhs = lapl(f).xreplace(dict(zip(a + b, u + v)))
rs = sum(w**2 for w in u + v)
ts = sum(sp.diff(w, q)**2 for w in u + v for q in X)
ks = [sum(u[i]*sp.diff(v[i], q) - v[i]*sp.diff(u[i], q) for i in range(2)) for q in X]
rhs = rs*(lapl(rs) - 2*ts) + sum(sp.diff(rs, q)**2 for q in X)/2 + 2*sum(k**2 for k in ks)
assert sp.expand(lhs - rhs) == 0

# 1s closed form: s<r branch has Q = lap(rho)/6; at the nucleus the hole is rho(s)
r, s_, Zs, uu = sp.symbols('r s Z u', positive=True)
rho1 = lambda q: Zs**3/sp.pi*sp.exp(-2*Zs*q)
F = lambda q: -Zs/(4*sp.pi)*(2*Zs*q + 1)*sp.exp(-2*Zs*q)
assert sp.simplify(sp.diff(F(uu), uu) - uu*rho1(uu)) == 0
Q1 = sp.diff(F(r + s_) - F(r - s_), s_, 3).subs(s_, 0)/(12*r)
assert sp.simplify(Q1 - sp.diff(r*rho1(r), r, 2)/r/6) == 0
out = ((F(s_ + r) - F(s_ - r))/(2*r*s_)/rho1(s_)).subs(
    {Zs: 1, s_: sp.Rational(3, 10), r: sp.Rational(1, 10**4)})
assert abs(float(out.evalf(30)) - 1) < 1e-6

# (A) hydrogenic determinant, lengths in a0
Z = sp.Integer(3)
R = sp.sqrt(x**2 + y**2 + z**2)
r0 = np.array([0.9, 0.4, 0.5])
def orbitals(sign, chi):
    o = [Z**sp.Rational(3, 2)/sp.sqrt(sp.pi)*sp.exp(-Z*R),
         Z**sp.Rational(3, 2)/(4*sp.sqrt(2*sp.pi))*(2 - Z*R)*sp.exp(-Z*R/2),
         -Z**sp.Rational(5, 2)/(8*sp.sqrt(sp.pi))*(x + sign*sp.I*y)*sp.exp(-Z*R/2)]
    return [p*sp.exp(sign*sp.I*chi) for p in o]
ev = lambda ex: complex(sp.lambdify(X, ex, 'numpy')(*r0))
def ingredients(ps, pc):
    rho = sum(p*q for p, q in zip(ps, pc))
    g2 = sum(ev(sp.diff(rho, q)).real**2 for q in X)
    t = sum(abs(ev(sp.diff(p, q)))**2 for p in ps for q in X)
    k2 = sum(sum((ev(pc[i])*ev(sp.diff(ps[i], q))).imag
                 for i in range(len(ps)))**2 for q in X)
    return to_cgs(ev(rho).real, g2, ev(lapl(rho)).real, t, k2)
def make(ps):
    fn = [sp.lambdify(X, p, 'numpy') for p in ps]
    at0 = [complex(g(*r0)) for g in fn]
    rho0 = sum(abs(w)**2 for w in at0)
    hole = lambda P: abs(sum(w*np.conj(g(*P)) for w, g in zip(at0, fn)))**2/rho0
    dens = lambda P: sum(abs(g(*P))**2 for g in fn)
    return rho0, hole, dens
sph = lambda g, c0: (lambda s: g(c0[:, None] + s*nv) @ wa)

ps, pc = orbitals(1, 0), orbitals(-1, 0)
ing = ingredients(ps, pc)
D, Q = formula(*ing)
rho0, hole, dens = make(ps)
avg = sph(hole, r0)
Qn = s2_coefficient(avg, rho0, 0.04)/a0**5
assert abs(Qn/Q - 1) < 1e-7 and D > 0
Qnoj = formula(*ing[:4], 0.0)[1]
assert abs(Qnoj/Qn - 1) > 0.1            # the current term is needed
res = lambda s: avg(s) - rho0 - Q*a0**5*s**2
ratio = res(0.02)/res(0.01)
assert abs(ratio - 16) < 0.5             # remainder is O(s^4), up to an s^6 piece
cond = s2_coefficient(sph(lambda P: dens(P) - hole(P), r0), 0.0, 0.04)/a0**5
assert abs(cond/(D/3) - 1) < 1e-7
xr, wr = leggauss(100)
norm = sum(8*w*4*np.pi*q**2*(hole(q*nv) @ wa) for q, w in zip(8*(xr + 1), wr))
assert abs(norm - 1) < 1e-9
print(f"A: Z = 3, r = (0.9,0.4,0.5) a0, |r| = {np.linalg.norm(r0):.4f} a0")
report("A:", ing, Qn)
print(f"A: Q without current term = {Qnoj:.6e} cm^-5 (ratio to Q {Qnoj/Q:.4f})")
print(f"A: Q/rho = {Q/ing[0]*a0**2:.6f} a0^-2")
print(f"A: remainder ratio s=0.02/0.01 a0 = {ratio:.3f}; hole integral = {-norm:.10f}")
print(f"A: D/3 = {D/3:.6e} cm^-5, conditional density curvature = {cond:.6e} cm^-5")
for s in (0.1, 0.3, 0.6):
    print(f"A: s = {s} a0: -<h>/rho exact {avg(s)/rho0:.6f}, quadratic {1+Q/ing[0]*(s*a0)**2:.6f}")
# gauge change
chi = sp.Rational(7, 10)*x + sp.Rational(3, 10)*y*z + x**2/5
ing_g = ingredients(orbitals(1, chi), orbitals(-1, chi))
rg, hg, _ = make(orbitals(1, chi))
assert abs(s2_coefficient(sph(hg, r0), rg, 0.04)/a0**5/formula(*ing_g)[1] - 1) < 1e-7
assert abs(formula(*ing_g)[0]/D - 1) < 1e-11 and abs(ing_g[3]/ing[3] - 1) > 0.05
print("A gauge: chi = 0.7x + 0.3yz + 0.2x^2 (lengths in a0)")
print(f"A gauge: tau = {ing_g[3]:.6e} erg/cm^3, |j| = {np.sqrt(ing_g[4]):.6e} cm^-2 s^-1")
print(f"A gauge: D = {formula(*ing_g)[0]:.6e} cm^-5")
one = ingredients(ps[2:], pc[2:])
t1 = 2*m*one[3]/hbar**2
assert abs(formula(*one)[0]) < 1e-12*t1
print(f"A lone 2p+1: D hbar^2/(2m tau) = {abs(formula(*one)[0])/t1:.1e}, "
      f"without j term {formula(*one[:4], 0.0)[0]/t1:.4f}")

# (B) N atom, UHF, spin-up real orbitals
from pyscf import gto, scf
scf.hf.MUTE_CHKFILE = True
mol = gto.M(atom='N 0 0 0', basis='cc-pvtz', spin=3, unit='Bohr', verbose=0)
mf = scf.UHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
C = mf.mo_coeff[0][:, mf.mo_occ[0] > 0.5]
rN = np.array([0.6, 0.5, 0.4])
mo = mol.eval_gto('GTOval_sph_deriv2', rN[None, :])[:, 0, :] @ C
tN = np.sum(mo[1:4]**2)
rhoN = mo[0] @ mo[0]
ingN = to_cgs(rhoN, np.sum((2*mo[1:4] @ mo[0])**2),
              2*tN + 2*mo[0] @ (mo[4] + mo[7] + mo[9]), tN, 0.0)
holeN = lambda P: (mol.eval_gto('GTOval_sph', np.ascontiguousarray(P.T)) @ C @ mo[0])**2/rhoN
QN = s2_coefficient(sph(holeN, rN), rhoN, 0.04)/a0**5
assert abs(QN - formula(*ingN)[1]) < 1e-7*tN/a0**5
print(f"B: N UHF/cc-pVTZ, E = {mf.e_tot*e2/a0/eV:.3f} eV, r = (0.6,0.5,0.4) a0")
report("B:", ingN, QN)

# (C) uniform gas at the mean valence density of TiN
aL, nval = 4.24e-8, 36
rho = nval/aL**3/2
kF = (6*np.pi**2*rho)**(1/3)
xk, wk = leggauss(40)
kk, wk = kF*(xk + 1)/2, kF*wk/2
gam = lambda s: np.sum(wk*kk**2*np.sinc(kk*s/np.pi))/(2*np.pi**2)
tau = hbar**2/(2*m)*np.sum(wk*kk**4)/(2*np.pi**2)
closed = lambda s: 9*(spherical_jn(1, kF*s)/(kF*s))**2
assert abs(gam(0.0)/rho - 1) < 1e-12
assert abs(gam(2/kF)**2/rho**2 - closed(2/kF)) < 1e-12
Du, Qu = formula(rho, 0.0, 0.0, tau, 0.0)
Qun = s2_coefficient(lambda s: gam(s)**2/rho, rho, 0.1/kF)
assert abs(Qun/Qu - 1) < 1e-8 and abs(Qu/(-kF**2*rho/5) - 1) < 1e-12
xg, wg = leggauss(14)
xs = (np.arange(2000)[:, None] + (xg + 1)/2)*np.pi
Xm, j2 = 2000*np.pi, spherical_jn(1, xs)**2
I0 = np.sum(j2*wg)*np.pi/2 + 1/(2*Xm)           # analytic tails added
I1 = np.sum(j2/xs*wg)*np.pi/2 + 1/(4*Xm**2)
assert abs(36*np.pi*rho/kF**3*I0 - 1) < 1e-9
ex = -e2/2*36*np.pi*rho/kF**2*I1
assert abs(ex/(-3*e2*kF/(4*np.pi)) - 1) < 1e-9
print(f"C: cell edge = {aL:.3e} cm, valence electrons per cell = {nval}")
print(f"C: rho (one spin) = {rho:.6e} cm^-3, kF = {kF:.6e} cm^-1")
print(f"C: tau = {tau:.6e} erg/cm^3, D = {Du:.6e} cm^-5")
print(f"C: Q formula = {Qu:.8e} cm^-5, Q quadrature = {Qun:.8e} cm^-5")
print(f"C: Q/rho = {Qu/rho:.6e} cm^-2; parabola hits zero at s = {np.sqrt(5)/kF:.4e} cm")
for s in (1e-9, 3e-9, 6e-9):
    print(f"C: s = {s:.0e} cm, kF s = {kF*s:.4f}: exact {gam(s)**2/rho**2:.6f}, "
          f"quadratic {1+Qu/rho*s*s:.6f}")
print(f"C: exchange energy per electron = {ex:.6e} erg = {ex/eV:.4f} eV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
hbar = 1.054572e-27 erg s, m = 9.109384e-28 g
e = 4.803205e-10 statC, a0 = 5.291772e-09 cm
A: Z = 3, r = (0.9,0.4,0.5) a0, |r| = 1.1045 a0
A: rho = 4.784193e+23 cm^-3
A: lap rho = 1.543625e+40 cm^-5
A: tau = 2.660023e+13 erg/cm^3, 2m tau/hbar^2 = 4.357647e+40 cm^-5
A: |grad rho| = 1.281932e+32 cm^-4, |grad rho|^2/(4rho) = 8.587391e+39 cm^-5
A: |j| = 6.393860e+31 cm^-2 s^-1, m^2j^2/(hbar^2 rho) = 6.375926e+39 cm^-5
A: D = 2.861315e+40 cm^-5
A: Q formula = -6.96500892e+39 cm^-5, Q quadrature = -6.96500892e+39 cm^-5
A: Q without current term = -9.090317e+39 cm^-5 (ratio to Q 1.3051)
A: Q/rho = -0.407676 a0^-2
A: remainder ratio s=0.02/0.01 a0 = 16.001; hole integral = -1.0000000000
A: D/3 = 9.537717e+39 cm^-5, conditional density curvature = 9.537717e+39 cm^-5
A: s = 0.1 a0: -<h>/rho exact 0.995926, quadratic 0.995923
A: s = 0.3 a0: -<h>/rho exact 0.963553, quadratic 0.963309
A: s = 0.6 a0: -<h>/rho exact 0.857168, quadratic 0.853237
A gauge: chi = 0.7x + 0.3yz + 0.2x^2 (lengths in a0)
A gauge: tau = 3.496405e+13 erg/cm^3, |j| = 1.134610e+32 cm^-2 s^-1
A gauge: D = 2.861315e+40 cm^-5
A lone 2p+1: D hbar^2/(2m tau) = 7.4e-17, without j term 0.6460
B: N UHF/cc-pVTZ, E = -1480.318 eV, r = (0.6,0.5,0.4) a0
B: rho = 1.886441e+24 cm^-3
B: lap rho = -1.914620e+41 cm^-5
B: tau = 1.136195e+14 erg/cm^3, 2m tau/hbar^2 = 1.861313e+41 cm^-5
B: |grad rho| = 6.399435e+32 cm^-4, |grad rho|^2/(4rho) = 5.427253e+40 cm^-5
B: |j| = 0.000000e+00 cm^-2 s^-1, m^2j^2/(hbar^2 rho) = 0.000000e+00 cm^-5
B: D = 1.318588e+41 cm^-5
B: Q formula = -7.58632678e+40 cm^-5, Q quadrature = -7.58632678e+40 cm^-5
C: cell edge = 4.240e-08 cm, valence electrons per cell = 36
C: rho (one spin) = 2.361429e+23 cm^-3, kF = 2.409214e+08 cm^-1
C: tau = 5.020074e+12 erg/cm^3, D = 8.223881e+39 cm^-5
C: Q formula = -2.74129360e+39 cm^-5, Q quadrature = -2.74129360e+39 cm^-5
C: Q/rho = -1.160862e+16 cm^-2; parabola hits zero at s = 9.2813e-09 cm
C: s = 1e-09 cm, kF s = 0.2409: exact 0.988449, quadratic 0.988391
C: s = 3e-09 cm, kF s = 0.7228: exact 0.900082, quadratic 0.895522
C: s = 6e-09 cm, kF s = 1.4455: exact 0.649715, quadratic 0.582090
C: exchange energy per electron = -1.326933e-11 erg = -8.2821 eV
ALL CHECKS PASSED
```
